\section*{Graphene adhesion and the oxygen pressure for dissociative intercalation}

\section{The number to be explained}

In a model with parameters in the range of graphene on silver, an oxygen layer of 5 atoms/nm$^2$ forms on the bare metal at 500 K once the O$_2$ pressure reaches 1.9 Torr. Under graphene the same layer needs 197 Torr. The metal, the layer and the temperature are the same, and the graphene costs only 0.1 eV per oxygen atom. The factor of about 104 follows from
\begin{equation}
\frac{p_{\rm cov}}{p_{\rm bare}}=\exp\!\left(\frac{2w}{s\,kT}\right),
\label{main}
\end{equation}
where $s$ is the number of O atoms per area and $w$ is the net adhesion per area defined below. The subscripts mean covered by graphene and bare.

Equation (\ref{main}) compares two phase equilibria at the same temperature. It assumes that

\begin{itemize}
\item the layer is a condensed phase that appears in one jump at density $s$;
\item apart from the adhesion, its free energy is the same under graphene as on bare metal;
\item O$_2$ is an ideal gas, and the intercalated region is so wide that its rim does not matter.
\end{itemize}

Slow entry of oxygen, slow dissociation, burning of the graphene and growth of bulk oxide are outside the model. The algebra uses atomic units ($\hbar=e=m_e=1$), with $kT$ kept as an energy.

\section{Which adhesion enters}

Let $W_{\rm m}$ be the work per area to lift graphene off the clean metal, and $W_{\rm o}$ the work to lift it off the oxygen-covered metal. Intercalation can be carried out in three steps: lift the graphene (cost $W_{\rm m}$), form the layer on the bare metal, and lower the graphene again (gain $W_{\rm o}$). The energy of a state does not depend on the path, so the graphene adds
\begin{equation}
w=W_{\rm m}-W_{\rm o}
\label{net}
\end{equation}
per area to the cost of the layer. If $w$ is negative, graphene lowers the threshold.

For a calculation with cells of equal area $A$ and equal strain, write G for graphene, M for metal and O for the layer. Then
\begin{align}
AW_{\rm m}&=E_{\rm G}+E_{\rm M}-E_{\rm G/M},\\
AW_{\rm o}&=E_{\rm G}+E_{\rm O/M}-E_{\rm G/O/M}.
\end{align}
On subtraction the energy of free graphene cancels:
\begin{equation}
Aw=E_{\rm M}-E_{\rm G/M}-E_{\rm O/M}+E_{\rm G/O/M}.
\end{equation}
Charge transfer between graphene and its support is contained in these energies and must not be added again.

The example takes $W_{\rm m}=1.50$ and $W_{\rm o}=1.00$ eV/nm$^2$, so $w=0.50$ eV/nm$^2$, or 0.080 J/m$^2$.

\section{Derivation at fixed density}

\subsection{The gas}

For $N$ molecules in a volume $V$, with molecular partition function $qV$, the partition function is $(qV)^N/N!$. The free energy is
\begin{equation}
F=-kT\,[N\ln(qV)-\ln N!].
\end{equation}
Adding one molecule changes $\ln N!$ by $\ln(N+1)\simeq\ln N$, so
\begin{equation}
\mu_{{\rm O}_2}=kT\ln\frac{N}{qV}=kT\ln\frac{p}{kT\,q},
\end{equation}
where the last step uses $N/V=p/kT$. One molecule supplies two atoms. With $\mu$ the chemical potential per O atom, equilibrium requires $2\mu=\mu_{{\rm O}_2}$, hence
\begin{equation}
p=kT\,q\,e^{2\mu/kT}.
\label{gas}
\end{equation}
The 2 in Eq.~(\ref{main}) comes from here. A species that adsorbs without dissociating would have 1 in its place, with $s$ then counting molecules per area.

The zero of $\mu$ is half the energy of a non-rotating O$_2$ molecule in its lowest vibrational level. With molecular mass $m$, moment of inertia $I$ and stretching quantum $\epsilon_{\rm s}$,
\begin{equation}
q=3\left(\frac{m\,kT}{2\pi}\right)^{3/2}\frac{kT}{2B_{\rm r}}\,
\frac{1}{1-e^{-\epsilon_{\rm s}/kT}},\qquad B_{\rm r}=\frac{1}{2I}.
\end{equation}
The factor 3 counts the spin states of the triplet. The 2 under $kT$ appears because only odd rotational levels occur for two identical spinless nuclei in this electronic state. At 500 K the classical rotational factor is 118.74, and the sum over odd levels gives 118.91.

\subsection{The two thresholds}

Let $\phi$ be the free energy of the layer per O atom, with the same zero as $\mu$. On bare metal, an area covered by the layer differs from an empty area by the grand potential
\begin{equation}
\omega_{\rm bare}=s(\phi-\mu).
\end{equation}
The layer is stable when this is negative, so the threshold is $\mu_{\rm bare}=\phi$. Under graphene the reference is the closed contact between graphene and clean metal, and opening it costs $w$:
\begin{equation}
\omega_{\rm cov}=s(\phi-\mu)+w .
\end{equation}
Setting this to zero gives
\begin{equation}
\mu_{\rm cov}=\phi+\frac{w}{s}.
\label{shift}
\end{equation}
The adhesion is paid per area and the oxygen is supplied per atom, which is why $w$ is divided by $s$. At equal $w$, a denser layer shares the cost among more atoms and is shifted less.

Inserting both thresholds in Eq.~(\ref{gas}) gives
\begin{equation}
p_{\rm bare}=kTq\,e^{2\phi/kT},\qquad
p_{\rm cov}=kTq\,e^{2(\phi+w/s)/kT}.
\label{absolute}
\end{equation}
The factors $kTq$ and $e^{2\phi/kT}$ cancel in the ratio, which leaves Eq.~(\ref{main}). The ratio therefore needs neither the properties of the molecule nor the oxygen binding energy, while each pressure by itself needs both.

\subsection{A count without chemical potentials}

The result can be tested in a closed vessel. Let $M=50$ patches each be empty or hold $n=4$ atoms, with opening work $W$ per patch. If $j$ patches are filled, $N_j=N-jn/2$ molecules remain in the gas, and the statistical weight is
\begin{equation}
\frac{M!}{j!\,(M-j)!}\,e^{-j(n\phi+W)/kT}\,\frac{(qV)^{N_j}}{N_j!}.
\end{equation}
With $\phi=-kT$ and $qV=1.5\times10^5$ held fixed, $N$ is adjusted until half the patches are filled on average. Going from $W=0$ to $W=6kT$ raises the logarithm of the gas pressure by 3.00002. Equation (\ref{main}) gives $2W/(nkT)=3$.

\section{Layers whose density can change}

\subsection{The general opening condition}

Let the layer have free energy $f(s)$ per area, and let $w$ be positive and independent of $s$. Even an open pocket without oxygen then costs the full $w$. The results of this section rest on that assumption. On a real surface graphene can stay close to the metal between sparse atoms, so that $w$ varies with $s$ and both the opening condition and the density in the pocket change. Inside a pocket that is already open, the density adjusts until $\mu=f'(s)$. The adhesion does not appear in this condition. At given pressure an open pocket holds the same density as bare metal, and the pressure that maintains a given density is not shifted. The shift concerns the opening of the pocket.

Define the spreading pressure $\Pi=s\mu-f$. Its change is
\begin{equation}
d\Pi=s\,d\mu+(\mu-f')\,ds=s\,d\mu ,
\end{equation}
because the bracket vanishes in equilibrium. The open state has grand potential $f-s\mu+w=w-\Pi$ relative to the closed one, so the pocket opens at
\begin{equation}
\Pi(\mu_{\rm cov})=w .
\label{open}
\end{equation}
The oxygen layer pushes the contact apart once its spreading pressure equals the net adhesion. Differentiating Eq.~(\ref{open}) with $d\Pi=s\,d\mu$ gives
\begin{equation}
\frac{d\mu_{\rm cov}}{dw}=\frac{1}{s(\mu_{\rm cov})}.
\end{equation}
If the bare surface holds almost no adatoms, the layer condenses on it at $\Pi\simeq0$, where the two coexist. Integrating from $\Pi=0$ with constant $s$ returns Eq.~(\ref{shift}).

A lattice model tests the opening condition without imposing it. Take an endless strip five sites wide, periodic across, with energies in units of $kT$. Each site is closed (energy $-2$), open and empty (0), or open and filled ($-\mu$). Filled neighbours attract with energy 4, and each bond between a closed and an open site costs 1.5. A strip of finite width has no true jump, only a steep rise in filling, and the midpoint of the rise is taken as the threshold. Without graphene the strip is half filled at $\mu=-8.0000$, which is the bond energy per atom of the full layer. With graphene, half the sites are filled at $\mu=-5.9997$. The logarithm of the pressure ratio is twice the difference, 4.0006, and $2w/s$ with the density 0.99995 per site is 4.0002.

The spreading pressure at opening is 2.0003 instead of 2 because the closed phase has defects too. An isolated open site costs $2+4\times1.5=8$ and adds $e^{-8}\simeq0.0003$ to the closed side of the balance.

\subsection{Independent sites}

The opposite case is a layer without attraction: $s_0$ sites per area, each empty or holding one atom of free energy $\phi$. Each site contributes $1+e^{(\mu-\phi)/kT}$ to the grand partition function, so
\begin{equation}
\Pi=s_0kT\ln\!\left[1+e^{(\mu-\phi)/kT}\right].
\end{equation}
With $x=w/(s_0kT)$, the condition $\Pi=w$ gives
\begin{equation}
e^{(\mu_{\rm cov}-\phi)/kT}=e^{x}-1 .
\end{equation}
This layer has no threshold on bare metal, so a reference must be chosen. Half filling lies at $\mu=\phi$, and relative to it
\begin{equation}
\frac{p_{\rm cov}}{p_{1/2}}=(e^x-1)^2 .
\end{equation}
The coverage at opening is
\begin{equation}
\theta=\frac{e^x-1}{1+(e^x-1)}=1-e^{-x}.
\end{equation}
For $x\gg1$ the pocket opens nearly full and the ratio approaches $e^{2x}$, the form of Eq.~(\ref{main}). For $x<\ln2$ the ratio is below one: the pocket opens before the bare metal is half covered. Relative to bare metal at the same coverage $\theta$, the ratio is one for every $x$. Equation (\ref{main}) should therefore not be applied to a layer that fills continuously unless $x$ is large and the reference is stated.

For $s_0=5$ atoms/nm$^2$ and the other values of the example, the ratio is 84.4 and the coverage at opening is 0.902.

\subsection{A compressible layer}

A condensed layer may be squeezed above its natural density $s_0$. Near $s_0$ take
\begin{equation}
f=\phi s+\frac{K}{2}\frac{(s-s_0)^2}{s_0},
\end{equation}
with stiffness $K$ per atom. Then $\mu=f'=\phi+K(s-s_0)/s_0$, and
\begin{align}
\Pi&=s\mu-f=\frac{K(s-s_0)}{2s_0}\,[2s-(s-s_0)]\nonumber\\
&=\frac{K}{2s_0}(s^2-s_0^2).
\end{align}
On bare metal $\Pi=0$ gives $s=s_0$ and $\mu=\phi$. Under graphene $\Pi=w$ gives
\begin{equation}
s=s_0\sqrt{1+\frac{2w}{s_0K}},\qquad
\mu_{\rm cov}-\phi=K\left[\sqrt{1+\frac{2w}{s_0K}}-1\right].
\end{equation}
For $w\ll s_0K$ the shift is $w/s_0-w^2/(2s_0^2K)$. Compression lowers the threshold because more atoms share the cost. With $K=1$ eV the density at opening is 5.48 atoms/nm$^2$ and the ratio falls from 103.7 to 84.0.

\section{Worked example}

All parameters are round and rough. The temperature is 500 K, so $kT=0.04309$ eV, and $s=5.0$ atoms/nm$^2$. An O atom is bound by $E_{\rm b}=0.65$ eV relative to half a molecule in its lowest vibrational level. The zero-point energy of the adsorbed atom is not included in $E_{\rm b}$; it enters through three vibrations of quantum $\epsilon=0.050$ eV. The O$_2$ bond length is 0.12 nm and its stretching quantum is 0.20 eV. A computed binding energy is often counted from the minimum of the O$_2$ potential instead. It must then be increased by a quarter of the stretching quantum, here 0.05 eV, before it is used as $E_{\rm b}$; leaving this out changes both pressures by a factor of 10. For an ordered layer without site disorder,
\begin{equation}
\phi=-E_{\rm b}+3\left[\frac{\epsilon}{2}+kT\ln\!\left(1-e^{-\epsilon/kT}\right)\right]=-0.6236\ {\rm eV}.
\end{equation}
The adhesion shifts the chemical potential by
\begin{equation}
\frac ws=\frac{0.50}{5.0}=0.100\ {\rm eV},
\end{equation}
and the exponent is
\begin{equation}
\frac{2w}{s\,kT}=\frac{2\times0.100}{0.04309}=4.64,\qquad e^{4.64}\simeq104 .
\end{equation}
With $q=1.368\times10^8$ nm$^{-3}$, Eq.~(\ref{absolute}) gives 1.9 Torr for bare metal and 197 Torr ($2.63\times10^4$ Pa) under graphene. Spectroscopic O$_2$ constants in place of the round ones raise $q$ and both pressures by about 2 per cent and leave the ratio unchanged.

With $w$ and $s$ held fixed, the exponent varies as $1/T$. The ratio is 331 at 400 K and 48 at 600 K. At a fixed pressure of 100 Torr, the layer is stable up to 586 K on bare metal and up to 485 K under graphene. In this model, heating between these two temperatures removes the layer under graphene and leaves it on bare metal, provided the oxygen can escape.

\section{Size of the neglected effects}

\subsection{Errors in the energies}

Using $W_{\rm m}$ in place of $w$ gives a ratio of $1.1\times10^6$, too high by a factor of about $10^4$. Since $w$ is a difference of two adhesions, its relative error can be larger than theirs: 0.1 eV/nm$^2$ is 7 per cent of $W_{\rm m}$ but 20 per cent of $w$, and it changes the ratio by a factor of 2.5. An error of 0.05 eV in $E_{\rm b}$ leaves the ratio alone and changes both pressures by a factor of 10.

\subsection{Rim of a small pocket}

If the boundary of the pocket costs $\gamma$ per length, a round pocket of radius $R$ has energy
\begin{equation}
\Omega(R)=\pi R^2[w-s(\mu-\phi)]+2\pi R\gamma .
\end{equation}
Setting $d\Omega/dR=0$ and dividing by $2\pi R$ gives
\begin{equation}
s(\mu-\phi)=w+\frac{\gamma}{R}.
\end{equation}
At this point $d^2\Omega/dR^2=2\pi[w-s(\mu-\phi)]=-2\pi\gamma/R<0$. The energy is a maximum: smaller pockets shrink and larger ones grow. For $\gamma=1.0$ eV/nm and $R=20$ nm, both assumed, the pressure rises by a further factor of 1.59. A straight front moving in from a flake edge has $R\to\infty$ and no such term.

\subsection{Thermal flutter of the graphene}

Let the contact act on the graphene height as a spring $k$ per area, anchored to a support taken as rigid, and let $B$ be the bending stiffness. A wave of wavenumber $q$ has frequency $\sqrt{(Bq^4+k)/\rho}$, with $\rho$ the mass per area. (Here $q$ is a wavenumber, not the partition function.) A classical oscillator has free energy $kT\ln(\omega/kT)$. The metal contact ($k_{\rm m}$) therefore exceeds the oxygen contact ($k_{\rm o}$) in free energy per area by
\begin{align}
\Delta&=kT\int\!\frac{d^2q}{(2\pi)^2}\,\frac12\ln\frac{Bq^4+k_{\rm m}}{Bq^4+k_{\rm o}}\nonumber\\
&=\frac{kT}{8\pi}\int_0^\infty\!du\,\ln\frac{u^2+a^2}{u^2+b^2},
\end{align}
with $u=q^2$, $a=\sqrt{k_{\rm m}/B}$ and $b=\sqrt{k_{\rm o}/B}$. The derivative of the integral with respect to $a$ is $\int_0^\infty 2a\,du/(u^2+a^2)=\pi$, and the integral vanishes at $a=b$. It equals $\pi(a-b)$, so
\begin{equation}
\Delta=\frac{kT}{8}\left(\sqrt{\frac{k_{\rm m}}{B}}-\sqrt{\frac{k_{\rm o}}{B}}\right).
\end{equation}
The stiffer contact loses more entropy, and $w$ is lowered by $\Delta$. For $B=1.4$ eV, $k_{\rm m}=600$ and $k_{\rm o}=300$ eV/nm$^4$, all rough, $\Delta=0.033$ eV/nm$^2$. This multiplies the ratio by 0.74. A real support is not rigid, and the same spring also stiffens the vibrations of the metal surface. With the elastic softness of silver, taken as equal under both contacts, $\Delta$ rises to about 0.05 eV/nm$^2$ and the factor falls to about 0.6.

\subsection{Oxygen vibrations and gas imperfection}

If graphene stiffens the three O vibrations, $\phi$ rises under graphene alone. A stiffening of one mode by 5 per cent costs 0.0023 eV per atom and multiplies the ratio by about 1.1. The same stiffening of all three modes multiplies it by about 1.4. For the gas, a virial volume of 0.02 nm$^3$ per molecule changes the covered threshold by a relative amount of order $10^{-4}$.

\section{Use for real interfaces}

Silver suits the example because it binds oxygen weakly, which places the thresholds at practical pressures. The adhesions, binding energy and density used here are rough values for that regime, not data for a particular sample. Real silver surfaces can rearrange when oxygen adsorbs. If the rearrangement differs under graphene, the difference in energy belongs in $w$. The four total energies that give $w$ already contain it when each structure is relaxed to its lowest energy with the same atoms, and it must not be added again. If it is left out, a difference of 0.05 eV per O atom changes the ratio by a factor of 10. At 500 K, every 0.05 eV of extra oxygen binding lowers both thresholds by a factor of 10 if $w$, $s$ and the vibrations stay the same. Another metal generally changes these as well, so its covered threshold must be calculated anew. An onset observed far above the calculated $p_{\rm cov}$ may come from errors in the energies, from the rim of small pockets, or from slow entry or dissociation. Unless the rim and the slow steps are ruled out, Eq.~(\ref{main}) should not be used to extract $w$ from it. The extraction also needs the threshold on bare metal at the same temperature.

Equation (\ref{main}) can serve as a design estimate of the pressure ratio under these conditions: the layer condenses in one jump at a known, nearly fixed density; no other phase, denser or sparser with a smaller $w$, and even one less stable on bare metal, has a lower $\phi+w/s$ and so opens the contact first; its own free energy is nearly the same with and without graphene; $w$ comes from Eq.~(\ref{net}); the pockets are wide; and oxygen can enter and leave during the process while the graphene survives and no bulk oxide forms. To obtain the pressure under graphene, the threshold on bare metal must be known as well. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough, regime of graphene on silver)
temperature 500 K, kT 0.04309 eV
oxygen density s 5.0 atoms/nm2
adhesion to clean metal 1.50 eV/nm2
adhesion to oxygen layer 1.00 eV/nm2
net adhesion w 0.50 eV/nm2 = 0.080 J/m2
O binding 0.65 eV, three O modes of 0.050 eV
O2 bond 0.12 nm, O2 stretch 0.20 eV
MAIN RESULTS
layer free energy phi -0.6236 eV per O atom
O2 partition density q 1.3681e+08 /nm3
shift w/s 0.1000 eV per O atom
exponent 2w/(s kT) 4.6418
pressure ratio 103.7
threshold on bare metal 1.9 Torr
threshold under graphene 197 Torr = 2.63e+04 Pa
pressure ratio at 400 K 331.0
pressure ratio at 600 K 47.9
stable up to, at 100 Torr: bare 586 K, covered 485 K
both pressures change by 10.2 times per 0.05 eV of O binding
TESTS (kT = 1)
vessel count: ln ratio 3.00002, formula 3.00000
lattice: condensation mu -8.0000, opening mu -5.9997
lattice: spreading pressure at opening 2.0003, adhesion 2.0000
lattice: density at opening 0.99995 per site
lattice: ln ratio 4.0006, formula 4.0002
rotation: level sum 118.91, classical 118.74
NEGLECTED EFFECTS
residual adhesion ignored: ratio 1.12e+06, too high by 1.08e+04 times
error of 0.1 eV/nm2 in w: factor 2.53
independent sites: ratio 84.4, coverage at opening 0.902
compressible layer, K 1.0 eV: ratio 84.0, density 5.48 atoms/nm2
flutter: bending stiffness 1.4 eV, springs 600 and 300 eV/nm4
flutter lowers w by 0.0327 eV/nm2 (mode integral 0.0316): factor 0.738
rim 1.0 eV/nm, radius 20 nm: factor 1.591
O mode stiffer by 5 per cent: 0.00234 eV per atom, factor 1.115
gas imperfection, virial volume 0.02 nm3: relative change 7.6e-05
\end{verbatim}
